# Slowing of Dirac Electrons in a Nanotube by a Perpendicular Magnetic Field

## A weak field first

Roll a graphene sheet into a tube of radius $R$ with its axis along $z$, and let $\theta$ be the angle around it. Near one of the two Dirac points, or valleys, an electron of the sheet has a two-component amplitude $(\psi_A,\psi_B)$, one component for each sublattice. With no field its Hamiltonian is

$$H=v(\sigma_x p_s+\sigma_y p_z),\qquad p_s=-\frac{i\hbar}{R}\frac{\partial}{\partial\theta}.$$

The tube is metallic when the amplitudes are periodic in $\theta$, which is assumed here. Constant amplitudes are then allowed, $p_s$ gives zero, and a state with axial wave number $k$ has energy $\pm\hbar vk$.

Now apply a uniform field $B$ along $X$, perpendicular to the axis. With $X=R\cos\theta$ and $Y=R\sin\theta$, choose $A_z=BY$ and no other component. Its curl is $B$ along $X$. On the surface $A_z=BR\sin\theta$, and

$$\frac1R\frac{\partial A_z}{\partial\theta}=B\cos\theta$$

is the field component normal to the wall. No flux threads the tube along its axis here, so the orbital motion on the surface depends on this component alone. The electron charge is $-e$, so in Gaussian units $p_z$ becomes $p_z+eA_z/c$. Define

$$l^2=\frac{\hbar c}{eB},\quad \alpha=\frac{R^2}{l^2},\quad \kappa=kR,\quad \varepsilon=\frac{ER}{\hbar v}.$$

Since $eA_zR/(\hbar c)=\alpha\sin\theta$, the Hamiltonian in units of $\hbar v/R$ is

$$h(\kappa)=\sigma_x(-i\partial_\theta)+\sigma_y(\kappa+\alpha\sin\theta).\tag{1}$$

In the other valley $\sigma_x$ has the opposite sign. The transformation $\sigma_y(\cdot)\sigma_y$ restores (1), so both valleys have the same spectrum.

With $\sigma_y$ having elements $-i$ (upper right) and $i$ (lower left), the two rows of $h\psi=\varepsilon\psi$, each multiplied by $i$, are

$$(\partial_\theta+\kappa+\alpha\sin\theta)\psi_B=i\varepsilon\psi_A,\qquad
(\partial_\theta-\kappa-\alpha\sin\theta)\psi_A=i\varepsilon\psi_B.\tag{2}$$

At $\kappa=\varepsilon=0$ and first order in $\alpha$, the solutions are $\psi_A=1-\alpha\cos\theta$ and $\psi_B=1+\alpha\cos\theta$. In this valley the field pushes the sublattice amplitudes to opposite sides of the tube. In the other valley the sides are exchanged, because $\sigma_y(\cdot)\sigma_y$ swaps the sublattices, so the two valleys together show no net separation of $A$ from $B$. Axial motion couples one sublattice to the other, so it is governed by their normalized overlap. Writing $\langle\cdot\rangle$ for the average over $\theta$,

$$\frac{\langle(1-\alpha\cos\theta)(1+\alpha\cos\theta)\rangle}{\sqrt{\langle(1-\alpha\cos\theta)^2\rangle\langle(1+\alpha\cos\theta)^2\rangle}}
=\frac{1-\alpha^2/2}{1+\alpha^2/2}\simeq1-\alpha^2.$$

Second-order parts of the amplitudes would change numerator and denominator equally at order $\alpha^2$, so they may be omitted. The electron is slowed by the fraction $\alpha^2$. For any field strength the result is

$$E=\pm\frac{\hbar v k}{I_0(2R^2/l^2)}+O(k^3),\tag{3}$$

where $I_0$ is the modified Bessel function. This is a statement about the slope at the crossing, not about the whole band. Two derivations follow.

## First derivation: overlap of two zero modes

Set $\kappa=\varepsilon=0$ in (2) without expanding in $\alpha$. The equations decouple:

$$\psi_A'=\alpha\sin\theta\,\psi_A,\qquad \psi_B'=-\alpha\sin\theta\,\psi_B.$$

Each has one solution up to a constant,

$$\psi_A=N e^{-\alpha\cos\theta},\qquad \psi_B=N e^{\alpha\cos\theta}.\tag{4}$$

Both are periodic because $\sin\theta$ has zero average. There are therefore two zero-energy states at $k=0$, one on each sublattice, however strong the field.

Normalization requires the integral of $e^{\pm2\alpha\cos\theta}$. Expand the exponential with $x=2\alpha$. Odd powers of the cosine integrate to zero. For even powers, write $\cos\theta=(e^{i\theta}+e^{-i\theta})/2$; only the constant term of the binomial expansion survives, giving

$$\int_0^{2\pi}\cos^{2m}\theta\,d\theta=2\pi\frac{(2m)!}{4^m(m!)^2}.$$

Hence

$$\int_0^{2\pi}e^{\pm x\cos\theta}d\theta
=2\pi\sum_{m=0}^\infty\frac{(x/2)^{2m}}{(m!)^2}=2\pi I_0(x),\tag{5}$$

and $N^2=1/[2\pi I_0(2\alpha)]$ for both modes.

For small $\kappa$ the added term in (1) is $\kappa\sigma_y$. It has no diagonal element between the zero modes, since it changes sublattice. Its off-diagonal elements are $\mp i\kappa S$, with

$$S=\int_0^{2\pi}\psi_A\psi_B\,d\theta
=N^2\int_0^{2\pi}e^{-\alpha\cos\theta}e^{\alpha\cos\theta}d\theta
=\frac{1}{I_0(2\alpha)}.\tag{6}$$

The exponentials cancel in the product but not in the norms. Degenerate perturbation theory thus requires the eigenvalues of

$$\begin{pmatrix}0&-i\kappa S\\ i\kappa S&0\end{pmatrix},$$

which are $\varepsilon=\pm\kappa S$. This is (3) to first order in $k$.

The next term is excluded by symmetry. Since $\sigma_z$ reverses $h$, energies occur in pairs $\pm\varepsilon$. A half turn, $\theta\to\theta+\pi$, reverses $\sin\theta$. Following it by $\sigma_x(\cdot)\sigma_x$ reverses $\sigma_y$ as well, so

$$h(\kappa)\;\to\;\sigma_x(-i\partial_\theta)-\sigma_y(\kappa-\alpha\sin\theta)=h(-\kappa).$$

The spectrum is therefore even in $\kappa$. Let the rising branch be $\varepsilon_1=S\kappa+c\kappa^2+\dots$. Its chiral partner is $-S\kappa-c\kappa^2-\dots$. Evenness also makes $\varepsilon_1(-\kappa)=-S\kappa+c\kappa^2-\dots$ an energy at $\kappa$. Only one branch through zero has slope $-S$, so $c=-c=0$. The correction begins at $k^3$.

## Second derivation: one trip around the tube

The second route uses no basis of energy states. It asks when a solution of (2) returns to its starting value after $\theta$ advances by $2\pi$.

Let $f=-\alpha\cos\theta$, so that $f'=\alpha\sin\theta$, and remove the known exponential growth:

$$\psi_A=e^{f+\kappa\theta}u,\qquad \psi_B=e^{-f-\kappa\theta}w.$$

Substitution into (2) leaves

$$u'=i\varepsilon e^{-2f-2\kappa\theta}w,\qquad w'=i\varepsilon e^{2f+2\kappa\theta}u.\tag{7}$$

Let $M$ be the matrix that carries $(\psi_A,\psi_B)$ once around. The coefficient matrix of system (2) has diagonal elements $\pm(\kappa+\alpha\sin\theta)$, whose sum is zero, so $\det M=1$. A periodic solution exists when $M$ has eigenvalue 1:

$$0=\det(M-1)=1-\mathrm{tr}\,M+1,\qquad\text{or}\qquad \mathrm{tr}\,M=2.\tag{8}$$

To find the trace for small $\varepsilon$, integrate (7) by iteration. One factor of $\varepsilon$ changes sublattice and cannot contribute to the diagonal. Two factors return to the original sublattice with $(i\varepsilon)^2=-\varepsilon^2$. The periodic factors $e^{\pm f}$ cancel from the trace, while $e^{\pm\kappa\theta}$ leaves $e^{\pm2\pi\kappa}$. Therefore

$$\mathrm{tr}\,M=2\cosh(2\pi\kappa)-\varepsilon^2J(\kappa)+O(\varepsilon^4).\tag{9}$$

At $\kappa=0$ the two second-order contributions are

$$J(0)=\int_0^{2\pi}\!d\theta\int_0^\theta\!d\theta'
\left[e^{-2f(\theta)+2f(\theta')}+e^{2f(\theta)-2f(\theta')}\right].$$

Exchange the names of the variables in the second term. It then has the integrand of the first, over the other half of the square. The sum covers the full square, and the integral factorizes:

$$J(0)=\int_0^{2\pi}e^{-2f}d\theta\int_0^{2\pi}e^{2f}d\theta
=[2\pi I_0(2\alpha)]^2.$$

Insert this and $2\cosh(2\pi\kappa)=2+4\pi^2\kappa^2+\dots$ into (8):

$$4\pi^2\kappa^2=4\pi^2I_0(2\alpha)^2\varepsilon^2+\dots,
\qquad \varepsilon=\pm\frac{\kappa}{I_0(2\alpha)}.$$

The half-turn symmetry makes the omitted terms even in $\kappa$, so the first correction to $\varepsilon$ is again cubic.

## What each derivation assumes

Both start from (1): a smooth tube, one valley at a time, translation symmetry along the axis and no electron-electron interaction. Their agreement tests the algebra, not these physical assumptions.

The first assumes that the two zero modes are separated from the other levels at $k=0$. It is perturbative in $k$ but not in $B$, and it shows where the electron sits. The second does not need the other levels or their completeness. It needs equations of first order in $\theta$, so that two amplitudes determine the solution. A Hamiltonian with second derivatives would require a larger matrix $M$, whereas the projection method could still be used once the new zero modes were found.

The difference is useful when the boundary condition changes. Suppose an axial flux of $\phi$ flux quanta $hc/e$ threads the tube, so that $-i\partial_\theta$ becomes $-i\partial_\theta+\phi$. Writing $\psi=e^{-i\phi\theta}\chi$ removes $\phi$ from the equation, but $\chi$ must gain the factor $e^{2\pi i\phi}$ in one turn. The condition for this eigenvalue of $M$ is $\mathrm{tr}\,M=2\cos(2\pi\phi)$. Expanding (9) for small $\phi$, $\kappa$ and $\varepsilon$ gives

$$\varepsilon^2=\frac{\kappa^2+\phi^2}{I_0(2\alpha)^2},\qquad
E_{\rm gap}=\frac{2\hbar v|\phi|}{R\,I_0(2\alpha)}.\tag{10}$$

The first method gives the same answer: $\phi\sigma_x$ also changes sublattice and meets the same overlap $S$.

An electrostatic potential acts differently because it does not change sublattice. For a small energy $V_0\cos\theta$, in units of $\hbar v/R$, the zero modes acquire the energies

$$V_{A,B}=\mp V_0\frac{I_1(2\alpha)}{I_0(2\alpha)},\qquad
I_1(x)=\frac{dI_0}{dx}.$$

These are averages of the potential over the densities $e^{\mp2\alpha\cos\theta}$, obtained by differentiating (5). The projected energies satisfy $(\varepsilon-V_A)(\varepsilon-V_B)=S^2\kappa^2$, so a gap $2|V_0|I_1/I_0$ opens to first order in $V_0$. An electric field parallel to $B$ therefore destroys the crossing on which (3) rests.

## Strong fields and other cross-sections

For $\alpha\gg1$, in the valley described by (1), the $B$-sublattice density is concentrated near $\theta=0$. There $2\alpha\cos\theta\simeq2\alpha-\alpha\theta^2$, and a Gaussian integral gives

$$I_0(2\alpha)\simeq\frac{e^{2\alpha}}{2\pi}\sqrt{\frac{\pi}{\alpha}},
\qquad S\simeq\sqrt{4\pi\alpha}\,e^{-2\alpha}.\tag{11}$$

The amplitude has a width of order $R/\sqrt\alpha=l$. The other sublattice occupies the opposite side, where the normal field has the opposite sign. These are zero-energy Landau states on the two faces of the tube, and their exponentially small overlap leaves little axial speed at $k=0$. At $\alpha=4$, diagonalization of (1) gives a slope factor of $2.339\times10^{-3}$, while (11) gives $2.378\times10^{-3}$, which is 1.7% higher.

The circle entered only through $f$. For another smooth cross-section of perimeter $L$ and arc length $s$, choose the constant in $A_z$ so that its average vanishes; this merely shifts $k$. With $f'(s)=eA_z/(\hbar c)$, the zero modes are $e^{\pm f}$ and their overlap is

$$S=\frac{L}{\sqrt{\int_0^L e^{2f}ds\int_0^L e^{-2f}ds}}.\tag{12}$$

The Cauchy-Schwarz inequality, applied to $e^f$ and $e^{-f}$, gives $S\le1$. Within this model the field cannot raise the speed at the crossing, whatever the shape.

## A wide carbon tube at 20 T

Consider a (75,75) armchair tube, whose circumference contains 75 repeats of length $3d$. Take as inputs $d=0.142$ nm for the bond length and $t=3.0$ eV for the hopping energy. These are choices for the example, close to the rough graphene values of 0.14 nm and 3 eV. Then

$$R=\frac{3\times75\times0.142}{2\pi}\ \text{nm}=5.085\ \text{nm},\qquad
\hbar v=\tfrac32td=0.639\ \text{eV nm}.$$

At $B=20$ T, or $2\times10^5$ G, the magnetic length is 5.737 nm. Thus

$$\alpha=\left(\frac{5.085}{5.737}\right)^2=0.786,$$

$$I_0(2\alpha)=1+\alpha^2+\frac{\alpha^4}{4}+\frac{\alpha^6}{36}+\dots=1.719,$$

and $S=0.582$. The speed falls from $9.71\times10^5$ to $5.65\times10^5$ m/s.

Near the crossing, each linear branch of speed $v'$ contributes $1/(2\pi\hbar v')$ to the density of states per unit length. Two directions, two spins and two valleys give $4/(\pi\hbar v')$. It rises from 1.99 to 3.43 states per eV and nm.

For the same tube, the field dependence is:

| $B$ (T) | $\alpha$ | $S$ |
|---:|---:|---:|
| 5 | 0.196 | 0.963 |
| 10 | 0.393 | 0.862 |
| 20 | 0.786 | 0.582 |
| 40 | 1.571 | 0.182 |

The weak-field form $1-\alpha^2$ gives 0.961 at 5 T and 0.846 at 10 T, but 0.383 at 20 T, where it is no longer useful. The strong-field form (11) gives 0.192 at 40 T, about 5% above the table.

The linear law also has a limited range in $k$. At 20 T and $kR=0.2$, the diagonalized energy is 1.0% above the straight line. The next subband begins at 146 meV, far above the thermal energy of 0.36 meV at 4.2 K.

## From the model to a real tube

The smooth-tube assumption can be tested on the lattice. Keep nearest-neighbour hopping and add the Peierls phases of the same $A_z$. On an armchair tube, each atom has one bond around the tube, with hopping $t_r$, and two slanted bonds, with hopping $t_s$. The zero-energy equation on one sublattice is

$$t_r\psi_j+2t_s\cos\!\left[\frac{\sqrt3d}{2}(k+a_j)\right]\psi_{j-1}=0,$$

where $a_j$ is the average of $eA_z/(\hbar c)$ along the slanted bonds. There are 150 steps around the tube, so the minus signs cancel, and periodicity requires

$$\prod_j\frac{2t_s}{t_r}\cos\!\left[\frac{\sqrt3d}{2}(k+a_j)\right]=1.$$

Near the Dirac point the product passes continuously from above 1 to below 1 as $k$ grows, so a crossing survives. Its slope, divided by the flat-sheet value 0.639 eV nm, is 0.5818 for equal hoppings. It is 0.5816 when each hopping is reduced by the cosine of the angle between neighbouring orbitals. The continuum value is 0.5816. Lattice effects of this kind therefore change the factor by about 0.03% or less here.

Shape and alignment matter more. If the section becomes an ellipse with semi-axes in the ratio 1.05:0.95 at fixed perimeter, $S$ becomes 0.603 with the long axis along $B$ and 0.562 with it across $B$. These are changes of about $+4\%$ and $-3\%$. A wider extent across $B$ increases the range of $A_z=BY$ and separates the sublattices more strongly.

A tilt of $1^\circ$ out of the perpendicular plane gives an axial flux $\phi=(\alpha/2)\sin1^\circ=0.0069$. Equation (10) then gives

$$E_{\rm gap}=2\times0.582\times0.00686\times\frac{0.639}{5.085}\ \text{eV}=1.0\ \text{meV}.$$

This exceeds the thermal energy at 4.2 K. It is comparable with the level broadening estimated from the zero-field speed, $\hbar v/\lambda=0.64$ meV for an assumed mean free path $\lambda=1000$ nm, so disorder may blur it. The spin splitting for $g=2$ is 2.3 meV; with spin-orbit coupling neglected, it shifts the two spin bands rigidly and leaves their slopes unchanged. The tilt gaps of the two spins are then centred 2.3 meV apart and, being only 1.0 meV wide, do not overlap, so the tube as a whole has no gap at this tilt.

Metallic tubes that are not armchair can also have a curvature gap. For a zigzag tube of this radius, curvature makes the hoppings unequal. The cosine rule used above gives a zero-field gap $2t[1-\cos(\sqrt3d/2R)]=1.8$ meV, but this is too large, because the rule omits the $\sigma$-type coupling between tilted orbitals. Tight-binding models with four orbitals per atom give about 0.5 to 1.1 meV for a (129,0) tube, depending on the parameters and on the assumed bond lengths. Equation (3) then no longer describes the lowest energies, though the band approaches a linear form at energies well above the gap and well below the next subband.

At this field the effect needs a wide tube. With $R=0.7$ nm at 20 T, $\alpha=0.015$ and the slowing is only about 0.02%. An empty, free single-wall tube of radius 5 nm is expected to have a lower energy when flattened, because its facing walls attract. A round section of this size therefore needs support, which inner shells can give to the outer shell of a multiwall tube. Coupling between shells and electron-electron interaction are absent from the model, and their effect on the speed has not been estimated here. The factor 0.582 is therefore a prediction for a single, round, non-interacting shell.

## Computed results

```
Input: armchair index n = 75
Input: hopping = 3.0 eV, bond length = 0.142 nm
Input: perpendicular field = 20.0 T
Radius R = 5.085 nm
Magnetic length l = 5.737 nm
alpha = R^2/l^2 = 0.7857
I0(2 alpha) = 1.7194
Slope factor 1/I0(2 alpha) = 0.5816
hbar v at zero field = 0.6390 eV nm
hbar v in the field = 0.3717 eV nm
Speed at zero field = 9.708e+05 m/s
Speed in the field = 5.646e+05 m/s
Density of states, zero field = 1.993 1/(eV nm)
Density of states, in field = 3.426 1/(eV nm)
Field table: B (T), alpha, slope factor, speed (m/s)
    5.0  0.1964  0.9625  9.344e+05
   10.0  0.3928  0.8618  8.366e+05
   20.0  0.7857  0.5816  5.646e+05
   40.0  1.5714  0.1824  1.771e+05
Largest relative slope error, continuum tests = 1.3e-08
Weak-field test, alpha = 0.05: (1-slope)/alpha^2 = 0.9981
Strong-field test, alpha = 4.0: slope = 2.3388e-03
Strong-field asymptote, same alpha = 2.3784e-03
Lattice slope factor, flat hopping = 0.58180
Lattice slope factor, curved hopping = 0.58158
Continuum slope factor, same digits = 0.58162
Departure from linear band at kR = 0.2: 1.025 %
Spin splitting (g = 2) = 2.315 meV
Axial flux for 1.0 degree tilt = 0.00686 flux quanta
Gap from this tilt, diagonalized = 1.0023 meV
Gap from this tilt, first-order formula = 1.0022 meV
Slope factor, oval 1.05:0.95 long axis along B = 0.6034
Slope factor, oval 1.05:0.95 long axis across B = 0.5618
Next subband edge = 146.10 meV
Thermal energy at 4.2 K = 0.362 meV
Broadening hbar v/path, path 1000 nm = 0.639 meV
Rough zigzag curvature gap at zero field = 1.755 meV
```
